# Face permittivities and capacitance readout for a dense pillar array

An electronic-structure calculation with metallic gates and dielectric regions needs a Poisson solver, and a solver that works on cells needs a permittivity at each face between two cells. The user may choose how the two cell values are averaged, when the iteration stops, and whether the capacitance is read from the charge or from the energy. A poor choice can leave a computed capacitance wrong by several percent while two readouts agree to ten digits. The case treated here is a dense array of memory pillars, where a thin layer of low permittivity sits next to the metal.

## The problem being solved

All pillars of an infinite square array are at voltage $V$, and the plate that fills the space between them is at zero. The metals are ideal, the dielectrics are linear and isotropic, and there is no free charge inside them. The mesh is rectangular, with material boundaries on cell faces. By symmetry a quarter of one cell suffices. The normal component of $D$ vanishes on the mirror planes and, by assumption, under the base.

I set $V=1$, use relative permittivities $\varepsilon$, and leave out the factor $\varepsilon_0$ until numbers are quoted. The equation is $\nabla\cdot(\varepsilon\nabla\phi)=0$. Charge and energy define

$$C_Q=\frac{Q}{V},\qquad C_W=\frac{2W}{V^2},\qquad W=\frac12\int\varepsilon|\nabla\phi|^2\,d^3r .$$

In the continuum they are equal. Since $\varepsilon|\nabla\phi|^2=\nabla\cdot(\phi\,\varepsilon\nabla\phi)$, the energy integral becomes a surface integral in which only the pillar, with $\phi=1$, contributes, and it gives $Q$.

## Why the face average is harmonic

Take two neighbouring cells with widths $h_1,h_2$ along their common normal and a face of area $A$. If the flux $F$ is constant between the two centres, the field is $F/(A\varepsilon_1)$ over the length $h_1/2$ and $F/(A\varepsilon_2)$ over $h_2/2$. Adding the potential drops gives

$$\phi_1-\phi_2=\frac{F}{A}\left(\frac{h_1}{2\varepsilon_1}+\frac{h_2}{2\varepsilon_2}\right),\qquad F=G(\phi_1-\phi_2),\qquad G=\frac{A}{h_1/2\varepsilon_1+h_2/2\varepsilon_2}.$$

This is the harmonic mean weighted by width. A metal is the limit $\varepsilon\to\infty$: its half-cell drops out and the distance runs from the cell centre to the metal surface. For planar layers the flux really is constant, so the result is exact with even one cell per layer.

The unweighted arithmetic mean replaces the bracket by $(h_1+h_2)/(\varepsilon_1+\varepsilon_2)$. Collecting the terms in $h_1$ and $h_2$, its error is

$$\frac{h_1+h_2}{\varepsilon_1+\varepsilon_2}-\frac{h_1}{2\varepsilon_1}-\frac{h_2}{2\varepsilon_2}
=\frac{\varepsilon_2-\varepsilon_1}{\varepsilon_1+\varepsilon_2}\left(\frac{h_2}{2\varepsilon_2}-\frac{h_1}{2\varepsilon_1}\right).$$

The sign depends on the mesh. Consider 0.5 nm with $\varepsilon=10$ followed by 5 nm with $\varepsilon=38$. The true series value is $S=0.5/10+5/38=0.1816$ nm. With one cell per layer the error is $(28/48)(0.0658-0.0250)=+0.0238$ nm, and the capacitance comes out 11.6 % too low. With 0.5 nm cells on both sides it is $(28/48)(0.0066-0.0250)=-0.0107$ nm, and the capacitance is about 6 % too high. At fixed proportions the error shrinks in proportion to the cell size.

The guidance is to choose the harmonic mean, with width weighting on a nonuniform mesh, where flux crosses the interface. If an interface normal to the flux cuts through a cell, the same argument replaces the bracket by $\int dx/\varepsilon$ between the centres. If instead the interface runs parallel to the flux and cuts the face, the two parts conduct side by side, and the area-weighted arithmetic mean is right. An oblique interface cutting a cell fits neither case. The bounds below assume that every material boundary lies on cell faces; if any interface cuts a cell, they are not guaranteed for the original geometry.

## What agreement of charge and energy proves

Collect the unknown cell potentials in a vector $x$. Let $A_{ii}$ be the sum of $G$ over all faces of cell $i$, let $A_{ij}=-G_{ij}$ for neighbouring dielectric cells, let $b_i$ be the sum of $G$ over faces touching the pillar, and let $g_i$ be the same sum for the plate. Charge balance in each cell is $Ax=b$. For any $x$, solved or not, define the residual $r=b-Ax$.

The pillar charge is $C_{\rm pillar}=\sum_i b_i(1-x_i)=B-b^Tx$, with $B=\sum_i b_i$. The plate charge, taken positive, is $C_{\rm plate}=\sum_i g_ix_i$. Expanding the squares in the face energy gives

$$C_W=\sum_{\rm faces}G(\Delta\phi)^2=x^TAx-2b^Tx+B .$$

Subtracting the pillar charge leaves $x^TAx-b^Tx$, so

$$C_W=C_{\rm pillar}-x^Tr .$$

The residual $r_i$ is the net flux into cell $i$. Summed over all cells, the internal fluxes cancel in pairs, and

$$C_{\rm pillar}-C_{\rm plate}=\sum_i r_i .$$

At $r=0$ all three values coincide on every mesh, however coarse. Call the common value $C_{\rm FV}$. Their agreement tests the algebra and the solver; it contains no information about mesh error.

The readouts differ when the potential is wrong. Put $x=x^*+e$, where $Ax^*=b$. The terms linear in $e$ cancel in the energy but not in the charge:

$$C_W=C_{\rm FV}+e^TAe,\qquad C_{\rm pillar}=C_{\rm FV}-b^Te .$$

The energy error is of second order and never negative. The charge error is in general of first order and can have either sign.

A numerical case shows the sizes. Adding $\delta\,\phi(1-\phi)$ to the solved potential on mesh 2 of the example below changes the pillar charge by $-1.845$ % for $\delta=0.02$ and by $-0.922$ % for $\delta=0.01$. The energy changes by 0.01323 % and 0.00331 %. Halving the error halves the first and quarters the second. The energy figure can be predicted. Every equipotential surface carries the same flux $C$, so $\int\varepsilon|\nabla\phi|^2f(\phi)\,d^3r=C\int_0^1f\,d\phi$. The gradient of the added term is $\delta(1-2\phi)\nabla\phi$, and the relative energy error is $\delta^2\int_0^1(1-2\phi)^2d\phi=\delta^2/3$, or 0.0133 % for $\delta=0.02$.

## A false sign of convergence

Conjugate gradients minimise $J(x)=\frac12x^TAx-b^Tx$ over a space that grows by one direction per step. If the start is $x=0$, the current $x$ itself lies in that space. Scaling it by $1+s$ cannot lower $J$, so the derivative at $s=0$ vanishes:

$$x^T(Ax-b)=-x^Tr=0 .$$

Hence $C_W=C_{\rm pillar}$ at every step, in exact arithmetic. This also holds with a fixed symmetric positive preconditioner, which changes the space but not the argument. A nonzero start $x_0$ breaks the equality, because then only $x-x_0$ lies in the space.

On mesh 2, where $C_{\rm FV}=5.6959$ fF, the values after a start from zero are:

- After 10 steps, pillar charge and energy both give 7.9213 fF, while the plate charge gives zero.
- After 20 steps, they both give 5.9214 fF, while the plate charge gives 5.2998 fF.

The agreeing pair is 39 % too high in the first case and 4 % too high in the second. The zero has a simple cause. The source $b$ lives in the cells touching the pillar, each further step spreads the potential by one cell, and the coat is 14 cells thick on this mesh. After 10 steps no potential has reached the cells next to the plate.

The guidance is to compare the charges on the two electrodes, and to require a small norm of $r$ as well, since positive and negative residuals may cancel in the sum. If the iteration must stop early after a start from zero, the pillar charge and the energy are equally good, since they are equal. For another start or another solver, the energy is the better readout once the potential error is small, because its error is quadratic while that of the charge is in general linear.

## Bounds that do measure the mesh error

A lower bound comes from the fluxes. Let $D$ be the true displacement for charge $Q$, and let $D'=D+d$ be another divergence-free field with the same charge and no flux through the insulating boundaries. The cross term is

$$\int\frac{D\cdot d}{\varepsilon}\,d^3r=-\int\nabla\phi\cdot d\;d^3r=-\oint\phi\,d\cdot n\,dS=0,$$

because $\phi$ is constant on each electrode, $d$ carries no net charge there, and $d\cdot n=0$ elsewhere on the boundary. What remains is $\int D'^2/\varepsilon=Q^2/C+\int d^2/\varepsilon$, so

$$C\ge\frac{Q^2}{\int D'^2/\varepsilon\,d^3r}.$$

The solved face fluxes supply such a field. In each dielectric cell let each component of $D'$ vary linearly between its values on opposite faces. The normal component is continuous across faces, and the divergence is the net outflow divided by the cell volume, which is zero. If the fluxes on the two faces along one axis are $a$ and $c$, the cell contributes

$$\frac{h}{\varepsilon A}\,\frac{a^2+ac+c^2}{3}$$

to the integral. Call the resulting bound $C_{\rm flux}$.

The face energy can be sorted by cells in the same way. Each face resistance $1/G$ is the sum of two half-cell parts $h/(2\varepsilon A)$, so the same cell contributes $(h/\varepsilon A)(a^2+c^2)/2$ to $\sum F^2/G$. This is never smaller, since

$$\frac{a^2+c^2}{2}-\frac{a^2+ac+c^2}{3}=\frac{(a-c)^2}{6}\ge0 .$$

With $V=1$ the charge is $Q=C_{\rm FV}$, and $\sum F^2/G=\sum G(\Delta\phi)^2=C_{\rm FV}$, so $Q^2/\sum F^2/G=C_{\rm FV}$. Therefore $C_{\rm FV}\le C_{\rm flux}\le C$. The step needs the harmonic resistance; with the arithmetic mean the bound is lost.

An upper bound comes from potentials. If $\psi=\phi+\eta$ is continuous and has the right electrode values, then $\eta=0$ on the metals. The cross term $\int\varepsilon\nabla\phi\cdot\nabla\eta$ vanishes by partial integration, and $\int\varepsilon|\nabla\psi|^2\ge C$. Trilinear finite elements on the same cells give such a value, $C_{\rm pot}$. Altogether,

$$C_{\rm FV}\le C_{\rm flux}\le C\le C_{\rm pot}.$$

Apart from solver tolerance and rounding, this is a rigorous bracket for the stated geometry. To judge a mesh, use the gap between $C_{\rm flux}$ and $C_{\rm pot}$, not the agreement of the charge with the face energy.

## An exact case with sharp edges

A long square pillar of side $w$ in a uniform dielectric of thickness $t$ has a known capacitance per length. Near one edge the cross-section is an L-shaped channel. Map it from the upper half-plane by

$$\frac{dz}{d\zeta}=\frac{t}{\pi\zeta}\sqrt{\frac{\zeta-1}{\zeta+1}} .$$

The positive real axis is the pillar, with its corner at $\zeta=1$; the negative axis is the plate, with its corner at $-1$. The ends of the channel lie at $\zeta=0$ and $\infty$. There the root has modulus one, and half a turn in $\zeta$ produces the width $t$.

In the variable $\ln\zeta$ the channel is a straight strip of height $\pi$. Between $\zeta=1/R$ and $R$ its capacitance per length is $\varepsilon(2/\pi)\ln R$. The pillar wall from the corner to $R$ has length

$$\ell=\frac t\pi\int_1^R\frac{\zeta-1}{\zeta\sqrt{\zeta^2-1}}\,d\zeta=\frac t\pi\left(\operatorname{arcosh}R-\arccos\frac1R\right)\to\frac t\pi\left(\ln2R-\frac\pi2\right)$$

for large $R$. The substitution $\zeta\to1/\zeta$ shows that the other arm is equally long. Subtracting the flat-wall value $2\varepsilon\ell/t$ leaves the excess of one edge, $\varepsilon[1-(2/\pi)\ln2]=0.55873\,\varepsilon$. With four edges,

$$C'=\varepsilon\left[\frac{4w}{t}+4\left(1-\frac2\pi\ln2\right)\right],$$

up to terms exponentially small in $w/t$.

For $w=22$ nm and $t=5.5$ nm this is $16+2.2349=18.2349$ in units of $\varepsilon_0$ at $\varepsilon=1$. On the finer of two meshes the computed sequence is $C_{\rm FV}=18.2286$, $C_{\rm flux}=18.2313$ and $C_{\rm pot}=18.2371$, and the bounds enclose the exact value.

The edge also sets the rate of convergence. The dielectric fills an angle of $3\pi/2$ around it, so $\phi$ departs from the metal value as $\rho^{2/3}$ with distance $\rho$, and the field grows as $\rho^{-1/3}$. The energy within one cell size $h$ of the edge scales as $\int_0^h\rho^{-2/3}\rho\,d\rho\propto h^{4/3}$. This scaling argument suggests an error of order 4/3, and halving the cells gives an observed order of 1.35. The largest field at a sharp edge grows without limit as the mesh is refined, so it must not be read as a breakdown field.

## The pillar array in numbers

The example has a pitch of 40 nm and square pillars 22 nm wide, rising 1200 nm above a 15 nm nitride layer with $\varepsilon=7$. The pillars pass through the nitride down to the base. The coat is the 0.5 nm plus 5 nm stack used above, and its 5 nm film also covers the nitride between the pillars. The plate keeps 7 nm between neighbouring coats. Mesh 1 has one cell across the interfacial layer; meshes 2 and 3 divide every cell width by two and three. Values are in fF.

| Mesh | $C_{\rm FV}$ | $C_{\rm flux}$ | $C_{\rm pot}$ | Arithmetic |
|---|---|---|---|---|
| 1 | 5.6743 | 5.6857 | 5.7261 | 6.0577 |
| 2 | 5.6959 | 5.7018 | 5.7192 | 5.8820 |
| 3 | 5.7026 | 5.7065 | 5.7169 | 5.8255 |

The best bounds give $C=(5.7065+5.7169)/2=5.712$ fF with a half-width of 0.005 fF, or 0.09 %. On mesh 1 charge and energy agree to a relative $5\times10^{-11}$, although $C_{\rm FV}$ lies at least 0.5 % below the true value. The arithmetic mean is 6 % above the bracket midpoint on mesh 1 and 2 % above it on mesh 3, as the interface formula predicts for equal cells.

At 0.55 V the stored charge is $5.712\times0.55=3.14$ fC, about 19 600 electrons. Using the pillar's side and top area with the flat series value $S$ gives 5.17 fF, 9.4 % too low, mainly because it leaves out the edges.

Far from its ends the pillar has a uniform cross-section, so $C=C'H+C_{\rm end}$, with $H$ the height. A test on the mesh 1 spacing confirmed that the change from 600 to 1200 nm equals 600 nm of a separately solved slice to one part in $10^6$. A finer slice puts $C'$ between 4.7322 and 4.7345 fF/µm. Over 1.2 µm this is 5.679 to 5.681 fF, so the two ends together add between 0.025 and 0.038 fF. For tall pillars it therefore pays to refine the cross-section first.

## Where the model stops

The dimensions and permittivities are rough values in the regime of DRAM storage pillars, and a few femtofarads is a plausible size for such a cell. The sharp square section is not typical. A round pillar of the same width has 3.99 fF/µm, 15.7 % less than the square one. Metal screening may matter more: a bare free-electron metal with $4\times10^{22}$ cm$^{-3}$ has a screening length of 0.063 nm, and two such electrodes in series with $S=0.1816$ nm would lower the capacitance by 41 %. That crude estimate may well be too large, but it means that the layer permittivities must be read as effective values that already include the electrodes. The base matters little: simple parallel-plate estimates give 0.0045 fF for coupling through the nitride to four neighbours, if these are held at zero instead of $V$, and 0.0043 fF for a conducting floor at the pillar voltage. The first is about as large as the numerical half-width. The second is a large overestimate, because the surrounding pillar walls already hold the lower nitride close to the pillar voltage.

The flat-wall fields are 0.80 MV/cm in the high-permittivity film and 3.0 MV/cm in the interfacial layer, or 3.6 MV/cm at a round pillar. The interfacial values are comparable with a rough breakdown scale of a few MV/cm. For an assumed single barrier of 1.4 eV and a mass of 0.3 electron masses, direct tunnelling, with the image force left out, is of order $10^{-7}$ A/cm$^2$. Thermionic emission at 358 K, with the barrier lowered by the image force at an assumed optical permittivity of 5, is of order $10^{-11}$ A/cm$^2$. The stored charge divided by the total current is of order 10 s, well above refresh intervals of tens of milliseconds. The image force also lowers the barrier for tunnelling, and with the opposite polarity the emitting metal faces the larger interfacial field; together these can shorten the time to about a second or less. Leakage through traps is left out and can shorten it further.

The equality of the two readouts also needs a linear response. If $Q=C_0V+\beta V^3$, the stored energy is $W=\int V\,dQ=\frac12C_0V^2+\frac34\beta V^4$. Then $Q/V=C_0+\beta V^2$, $2W/V^2=C_0+\frac32\beta V^2$, and the small-signal value is $dQ/dV=C_0+3\beta V^2$. With field-dependent permittivity or electrodes treated quantum mechanically, a difference between charge and energy readouts may thus be physical, and the quantity wanted must be named before the readout is chosen. The complete values for the example stand in the numerical output below.

## Computed values

```
pitch 40 nm, pillar width 22 nm, height 1200 nm
layers: interfacial 0.5 nm, high-k 5.0 nm, nitride 15.0 nm
relative permittivities: 10, 38, 7; bias 0.55 V
plate thickness left between coats: 7.0 nm
planar stack, 1 cell per layer, arithmetic error: -11.6 %
square-coax corner term: 0.55873
square coax C'/eps0: exact 18.2349, C_FV 18.2286, C_flux 18.2313, C_pot 18.2371
observed order of C_FV error, square coax: 1.35
shaft capacitance bracket: 4.7322 to 4.7345 fF/um
mesh 1: 4213 dielectric cells, C_FV 5.6743 fF, C_flux 5.6857 fF
  C_pot 5.7261 fF, arithmetic faces 6.0577 fF
  largest relative charge/energy difference 5e-11
mesh 2: 33704 dielectric cells, C_FV 5.6959 fF, C_flux 5.7018 fF
  C_pot 5.7192 fF, arithmetic faces 5.8820 fF
  largest relative charge/energy difference 1e-10
mesh 3: 113751 dielectric cells, C_FV 5.7026 fF, C_flux 5.7065 fF
  C_pot 5.7169 fF, arithmetic faces 5.8255 fF
  largest relative charge/energy difference 9e-11
cell capacitance: 5.7117 fF, half bracket 0.0052 fF (0.09 %)
stored charge at bias: 3.141 fC = 19607 electrons
flat-wall estimate from pillar area: 5.1729 fF (-9.4 %)
mesh 2, 10 solver steps: pillar 7.9213, energy 7.9213, plate 0.0000 fF
mesh 2, 20 solver steps: pillar 5.9214, energy 5.9214, plate 5.2998 fF
potential error amplitude 0.02: charge error -1.845 %, energy error 0.01323 %
potential error amplitude 0.01: charge error -0.922 %, energy error 0.00331 %
end contribution (mesh 3, C_FV): 0.0325 fF
round pillar of equal width: 3.9893 fF/um (-15.7 % against square)
flat-wall fields: interfacial 3.03, high-k 0.80 MV/cm
round-wall field at pillar: 3.59 MV/cm
rough barrier 1.4 eV, mass 0.3 m_e, optical permittivity 5
direct tunnelling: 1.4e-07 A/cm2
thermionic emission at 358 K: 1.2e-11 A/cm2
charge / (both leakage currents): 2.1e+01 s
bare free-electron screening length at 4e+22 cm^-3: 0.063 nm
dielectric thickness/permittivity: 0.1816 nm
capacitance change if both metals screen so: -41 %
coupling to 4 neighbours through nitride, estimate: 0.0045 fF
conducting floor at pillar voltage, estimate: 0.0043 fF
```
